# Choosing the k-Point Mesh for Berry-Phase Calculations in Finite Electric Fields

## The decision

A calculation of an insulator in a finite electric field needs a number $N$ of k points along the field. Too few points give a polarization with a visible mesh error. With too many, the energy minimum being sought disappears, and the calculation either fails or stops at a stationary point that is not a minimum. The field therefore sets an upper limit on $N$ and the wanted accuracy sets a lower one. Both limits follow from the electric enthalpy and its gradient.

The numbers below belong to a polar cation-anion chain with cell length $a=0.5$ nm, cross-section 0.0625 nm² and cell volume $\Omega=0.03125$ nm³. It has four orbitals per cell, two doubly occupied bands and a gap $E_g=5.46$ eV. The field is 2 MV/cm, or 0.2 V/nm. On-site energies, positions and hoppings are listed in the numerical output.

## What is minimized

The electron charge is $-e$, with $e>0$. The ions are clamped, the electrons do not interact, and $\mathcal E$ is the macroscopic field. The position operator is taken as diagonal in the orbitals: orbital $\alpha$ in cell $R$ sits at $R+\tau_\alpha$.

Let $X$ be the sum of the Wannier centres of the occupied bands in one cell. With two electrons per band the electronic polarization is $P=-2eX/\Omega$. The enthalpy per cell is the band energy minus $\Omega\mathcal E P$:

$$F=\frac2N\sum_k \mathrm{Tr}\,C_k^\dagger H_kC_k+2e\mathcal E X .$$

The columns of $C_k$ are the orthonormal occupied states. The ionic term is constant and is left out.

To obtain $X$, write the periodic part of a Bloch state as $u_k=\sum_R e^{-ik(x-R)}w_R$, where $w_R$ is the Wannier function of cell $R$. Then

$$i\partial_k u_k=\sum_R (x-R)\,e^{-ik(x-R)}w_R .$$

In $\langle u_k|i\partial_ku_k\rangle$ the pair $R',R$ carries the factor $e^{ik(R-R')}$. Averaging over the Brillouin zone keeps $R=R'$, and what remains per cell is $\langle w_0|x|w_0\rangle$. Hence

$$X=\frac{a}{2\pi}\int dk\,\mathrm{Tr}A_k,\qquad A_k=i\langle u_k|\partial_ku_k\rangle .$$

On a mesh of spacing $b=2\pi/(Na)$ the derivative is replaced by overlaps of neighbours. With $H_k$ built from phases $e^{ikR}$, the components of $u_k$ are $e^{-ik\tau}C_k$, so the overlap matrix is

$$S_k=C_k^\dagger D\,C_{k+b},\qquad D=\mathrm{diag}(e^{-ib\tau_\alpha}).$$

For small $b$, $S_k\simeq1-ibA_k$ and $\mathrm{Im}\ln\det S_k\simeq-b\,\mathrm{Tr}A_k$. Summing over the mesh gives

$$X=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_k\det S_k .$$

A single isolated orbital checks the sign. It has $S_k=e^{-ib\tau}$, the product has phase $-Nb\tau=-2\pi\tau/a$, and $X=\tau$.

A change of basis $C_k\to C_kU_k$ multiplies $\det S_k$ by $(\det U_k)^*\det U_{k+b}$. These factors cancel around the closed ring of k points, so $X$ does not depend on the phases returned by a diagonalizer. The logarithm leaves $X$ defined modulo $a$, and a jump of $a$ changes $F$ by $2e\mathcal Ea$. During minimization $X$ must stay on the branch nearest its previous value.

In a three-dimensional crystal with the field along one reciprocal vector, the same construction applies to each string of k points parallel to the field, and $X$ is averaged over strings, after the branch has been followed on each string separately. $N$ is then the number of points in a string.

## The gradient

From $\delta\ln\det S=\mathrm{Tr}\,S^{-1}\delta S$, a change $\delta C_k$ acts on two links, $S_k$ and $S_{k-b}$:

$$\delta\,\mathrm{Im}\ln\prod\det S=\mathrm{Im}\,\mathrm{Tr}\big[S_k^{-1}\delta C_k^\dagger DC_{k+b}\big]+\mathrm{Im}\,\mathrm{Tr}\big[S_{k-b}^{-1}C_{k-b}^\dagger D\,\delta C_k\big].$$

In the second term use $\mathrm{Im}\,z=-\mathrm{Im}\,z^*$, which turns it into $-\mathrm{Im}\,\mathrm{Tr}[\delta C_k^\dagger D^\dagger C_{k-b}(S_{k-b}^\dagger)^{-1}]$. Together the terms are $\mathrm{Im}\,\mathrm{Tr}\,\delta C_k^\dagger W_k$, with

$$W_k=DC_{k+b}S_k^{-1}-D^\dagger C_{k-b}(S_{k-b}^\dagger)^{-1}.$$

Multiplication by $C_k^\dagger$ gives $S_kS_k^{-1}-S_{k-b}^\dagger(S_{k-b}^\dagger)^{-1}=0$. The field term therefore mixes in empty states alone.

For the prefactor, $-\mathrm{Im}\,z=\mathrm{Re}(iz)$ and $a/\pi=2/(Nb)$, so

$$2e\mathcal E\,\delta X=\frac{2e\mathcal E}{Nb}\,\mathrm{Re}\sum_k\mathrm{Tr}\,\delta C_k^\dagger\, iW_k .$$

The band energy changes by $(4/N)\,\mathrm{Re}\sum_k\mathrm{Tr}\,\delta C_k^\dagger H_kC_k$. Changes of $C_k$ inside the occupied space are changes of basis and leave $F$ unaltered, so that part of $H_kC_k$ is projected out:

$$\delta F=\frac4N\mathrm{Re}\sum_k\mathrm{Tr}\,\delta C_k^\dagger G_k,\qquad G_k=(1-C_kC_k^\dagger)H_kC_k+\frac{ie\mathcal E}{2b}W_k .$$

For a disturbed state and a random direction, numerical differentiation of $F$ gave a slope of $-0.0881171$ eV and this formula gave $-0.0881172$ eV. For $X$ alone both gave 0.01119691 nm.

## The step and the stopping rule

Let $d_{cv}$ be a small admixture of empty state $c$ into occupied state $v$. Orthonormality reduces the weight of $v$ by $|d_{cv}|^2$, so the band energy rises at second order by $(2/N)\sum(E_c-E_v)|d_{cv}|^2$. Adding the linear term $(4/N)\,\mathrm{Re}\sum d_{cv}^*g_{cv}$, where $g_{cv}=\langle c|G_v\rangle$, and minimizing gives

$$d_{cv}=-\frac{g_{cv}}{E_c-E_v}.$$

The energies are those of $H_k$ within the current occupied and empty spaces. After each step the states are made orthonormal again, and the step is shortened if $F$ does not fall. The start is the set of zero-field states.

The stopping rule should use the residual $G$. Near the minimum the error of $F$ is quadratic in the error of the states, while the error of $X$ is in general linear. A small error in the enthalpy therefore does not mean an equally small one in the polarization: after two updates of the example $F$ is within $10^{-12}$ eV of its minimum, while the induced polarization is still off by a few parts in $10^5$. In the example the largest residual fell from $1.4\times10^{-2}$ eV to $2.4\times10^{-6}$ eV in two updates and to $3\times10^{-12}$ eV in six.

The initial residual corresponds to the whole induced response. The ratio of the current residual to the initial one is therefore a rough guide to the relative error in the induced polarization. In the example it is a cautious one: over the first four updates it exceeds the actual error by factors between about 4 and 100. After two updates the ratio is about $2\times10^{-4}$ and the actual error $4.5\times10^{-5}$. That suffices for a susceptibility. In this example it also suffices for the part even in the field, treated below, because the remaining error is nearly odd in the field and cancels when the field is reversed. It does not suffice for the odd nonlinear part, which is only about $7\times10^{-5}$ of the response.

## The zero-field slope

At first order in the field, $W$ may be taken from the zero-field states, because it is already multiplied by $\mathcal E$. Define $m_{cv}=\langle c|W_v\rangle/(2b)$. The stationary admixture is

$$d_{cv}=-\frac{ie\mathcal E\,m_{cv}}{E_c-E_v}.$$

Dividing the field part of $\delta F$ by $2e\mathcal E$ gives $\delta X=(2/N)\,\mathrm{Re}\sum d_{cv}^*\,i\,m_{cv}$. Since $d_{cv}^*=+ie\mathcal E m_{cv}^*/(E_c-E_v)$ and $i\cdot i=-1$,

$$\delta X=-\frac{2e\mathcal E}{N}\sum_k\sum_{cv}\frac{|m_{cv}|^2}{E_c-E_v}.$$

The dipole per cell is $-2e\,\delta X=\alpha_N\mathcal E$, with

$$\alpha_N=\frac{4e^2}{N}\sum_k\sum_{cv}\frac{|m_{cv}|^2}{E_c-E_v}.$$

The minus sign in $\delta X$ says that electrons move against the field, and $\alpha_N$ is positive. This is the linear response of the discretized functional, so it should match finite-field slopes at the same $N$, before any mesh convergence. At $N=20$ the slope from minimizations at $\pm0.1$ MV/cm and this sum both gave 0.00343326 $e\,$nm²/V.

A mismatch between a finite-field slope and a standard linear-response code can thus be a plain mesh effect. Its size follows from the limit $b\to0$. The second term of $W_k$ is the first with $b$ replaced by $-b$. Hence $W_k=T(b)-T(-b)$ with $T$ smooth in a smooth basis, and

$$\frac{W_k}{2b}=T'(0)+O(b^2).$$

The empty state $c$ is orthogonal to the occupied states at $k$, so the derivative of $S_k^{-1}$ does not contribute and $m_{cv}\to\langle u_c|\partial_ku_v\rangle$.

To evaluate this, differentiate the eigenvalue equation of $\tilde H_k=e^{-ik\tau}H_ke^{ik\tau}$ and project on $c$:

$$\langle u_c|\partial_k\tilde H_k|u_v\rangle=(E_v-E_c)\langle u_c|\partial_ku_v\rangle .$$

The derivative of $\tilde H_k$ is $e^{-ik\tau}Ve^{ik\tau}$, where $V=\partial_kH_k-i[\tau,H_k]$. The continuum result is the Kubo formula

$$\alpha=\frac{4e^2}{N}\sum_k\sum_{cv}\frac{|\langle c|V|v\rangle|^2}{(E_c-E_v)^3},$$

with $N$ large enough to converge the sum. The commutator accounts for the orbital positions inside the cell.

## Lower limit on N: the mesh error

The error of $\alpha_N$ is of order $b^2$. Doubling the mesh from 40 to 80 points gave an observed order of 1.998. At $N=20$, $\alpha_N$ lies 0.29 percent below the Kubo value of 0.00344328 $e\,$nm²/V. For an error of 0.1 percent the leading-order scaling asks for

$$N\simeq20\sqrt{0.291/0.1}\simeq34 .$$

The Kubo value is not needed to estimate the error. If $P_N=P_\infty+K/N^2$, then $P_{2N}-P_N=-3K/(4N^2)$, while the error of $P_{2N}$ is $K/(4N^2)$. Therefore

$$P_\infty\simeq P_{2N}+\frac{P_{2N}-P_N}{3}.$$

The example gives $P_{20}=0.352109$ and $P_{40}=0.352880$ µC/cm² at 2 MV/cm. The correction is $0.000771/3=0.000257$ µC/cm², and the extrapolated value is 0.353137 µC/cm².

A finite open chain provides a reference without a Berry phase. Its Hamiltonian contains the potential energy $+e\mathcal Ex$ directly, and the lowest orbitals are filled. Subtracting the induced dipoles of chains with 12 and 18 cells removes the effect of the ends. The sum of the odd and even parts from this route is 0.353139 µC/cm².

## Upper limit on N: the field

In an infinite crystal in a uniform field no ground state exists, because an electron moved far enough gains more than the gap. A calculation looks for a local minimum, and the mesh decides whether there is one.

Consider small admixtures $d_k$ around states close to the zero-field ones. Neglect overlaps between occupied states at one k point and empty states at the next, and treat overlaps within each group as unitary matrices $U_k$ and $V_k$ (this $V_k$ is not the velocity above). Then

$$S_k\simeq(1-\tfrac12d_k^\dagger d_k)\,U_k\,(1-\tfrac12d_{k+b}^\dagger d_{k+b})+d_k^\dagger V_kd_{k+b}.$$

The normalization factors contribute real terms to $\ln\det S_k$. The second-order part of the phase is $\mathrm{Im}\,\mathrm{Tr}\,U_k^{-1}d_k^\dagger V_kd_{k+b}$. With $Na/2\pi=1/b$,

$$\delta^2F\simeq\frac2N\Big[\sum_k\sum_{cv}(E_c-E_v)|d_{cv}|^2-\frac{e\mathcal E}{b}\sum_k\mathrm{Im}\,\mathrm{Tr}\,U_k^{-1}d_k^\dagger V_kd_{k+b}\Big].$$

By the Cauchy-Schwarz inequality the last sum is at most $\sum|d_{cv}|^2$ in magnitude. In this approximation the minimum is stable if

$$e\mathcal E<bE_g=\frac{2\pi E_g}{Na}.$$

At $N=20$ this puts the limit at about 34 MV/cm. The same expression estimates the speed of convergence. Each update removes the band-energy part of the error and leaves the field part, reduced by a factor of at most $e\mathcal E/(bE_g)=2.0/34.3=0.058$. The observed ratios of successive largest residuals lie between 0.007 and 0.05. Fast convergence is no proof of a safe mesh, however. The smooth zero-field states hardly excite the long transfers that become unstable first: at 2 MV/cm, five updates bring the residual below $10^{-9}$ eV for $N=20$ and for $N=300$ alike. They do so even for $N=600$, beyond the limit of about 343 points, but the stationary point reached there is not a minimum: after a small disturbance, descent leads to a lower $F$. Disturbing the states slightly and minimizing again exposes this. From slightly disturbed states the number of updates needed for a residual of $10^{-9}$ eV grows from 7 at $N=20$ to more than 100 at $N=300$.

The limit was also sought numerically, by bisection between a field at which minimization converged and one at which it failed. Each run started from slightly disturbed zero-field states. Failure came at $1.00\,bE_g/e$ for both $N=12$ and $N=24$, or 57 and 29 MV/cm. The search resolved about 0.03 in this ratio. A run that did not converge within 300 updates counted as a failure, and convergence is slow near the limit. The output's label "minimum lost" therefore marks where the method stops working from such a start, and does not locate the disappearance of the minimum to that precision. The lowest curvature of $F$ at the stationary point changes sign slightly higher, at about 1.04 to $1.05\,bE_g/e$ for $N$ between 12 and 24, so on these coarse meshes the estimate is a little cautious. The margin shrinks on fine meshes: at 2 MV/cm the curvature changes sign near $N=344$, almost exactly at the estimate of 343.

A stricter condition comes from position itself. An electron carried along the full length $Na$ of the ring gains $e\mathcal ENa$. Requiring this to stay below the gap gives

$$e\mathcal E<\frac{E_g}{Na}.$$

The factor $2\pi$ between the two conditions comes from the discretized phase. Take $U_k=V_k=1$ and an admixture $d_k=d\,e^{imka}$, which moves an electron by $m$ cells. The field term then gives an energy gain of

$$\frac{e\mathcal E}{b}\sin\frac{2\pi m}{N}.$$

For $m\ll N$ this is $e\mathcal Ema$, as it should be. For larger $m$ it falls behind this value: it peaks at $e\mathcal ENa/2\pi$ near $m=N/4$ and then decreases. Between the two limits the minimum survives because the mesh understates the gain from long transfers. I would stay below the strict limit, where the result does not lean on this property of the mesh.

For the example at 2 MV/cm the strict limit is $Na<5.46\ \mathrm{eV}/(0.2\ \mathrm{eV/nm})=27.3$ nm, or $N\le54$. Together with the accuracy target this leaves a window from about 34 to 54 points. The window closes as the field rises: at fixed accuracy the lower end stays roughly in place while the upper end falls as $1/\mathcal E$. Once it has closed, two coarser meshes that both satisfy the strict limit, with the extrapolation above, still help over a range of fields. At 4 MV/cm, 13 and 26 points give an error of 0.002 percent. At 10 MV/cm the strict limit allows 10 points, and the pair 5 and 10 gives an error of 0.1 percent; at higher fields a mesh and its double miss the target. The two meshes need not differ by a factor of two: $P_\infty\simeq(N_2^2P_{N_2}-N_1^2P_{N_1})/(N_2^2-N_1^2)$ removes the same $1/N^2$ term. With well-converged states, 9 and 10 points give 0.035 percent at 10 MV/cm and 8 and 9 points give 0.056 percent at 12 MV/cm. At 15 MV/cm, 6 and 7 points give 0.16 percent and miss the target. If the slope alone is wanted, $\alpha_N$ needs no finite field and has no upper limit on $N$.

## Reading the result

At $N=20$ the field moves $X$ from 0.52156 to 0.52122 nm, a shift of $-0.343$ pm. The induced polarization is

$$\Delta P=\frac{2e\times3.434\times10^{-4}\ \mathrm{nm}}{0.03125\ \mathrm{nm^3}}=0.02198\ e/\mathrm{nm^2}=0.352\ \mathrm{µC/cm^2},$$

using 1 $e$/nm² = 16.02 µC/cm². The linear prediction at the same mesh differs by 0.02 percent, far less than the mesh error. At this field a finite-field run adds almost nothing to the susceptibility; its use lies in the nonlinear part.

That part can be separated by reversing the field. The chain has no inversion centre, so the two directions need not respond equally. The magnitudes are 0.352109 and 0.352030 µC/cm². Half their difference, $4\times10^{-5}$ µC/cm², is the part even in the field. The extrapolated meshes and the open chains agree on $4.030\times10^{-5}$ µC/cm². With an inversion centre, reversing the field mirrors the whole problem and the even part vanishes.

The enthalpy offers a further check. At a minimum the states do not contribute to the first-order change of $F$, so $dF/d\mathcal E=2eX$. Inserting $2e(X-X_0)=-\alpha_N\mathcal E$, with $X_0$ the zero-field value, and integrating gives

$$F(\mathcal E)=F(0)+2eX_0\mathcal E-\tfrac12\alpha_N\mathcal E^2 .$$

The first two terms are the enthalpy of the unrelaxed states. Relaxation should gain $\tfrac12\alpha_N\mathcal E^2=68.67$ µeV, and the minimization gained 68.67 µeV. A calculation that reports $F$ to 1 meV cannot see this gain, which is another reason to converge on the residual.

## The model beside hafnia

The gap, cell length and oxygen density are roughly those of hafnia, and 2 MV/cm is a rough working field of a hafnia memory capacitor. The electronic permittivity of the chain is 3.0, below the rough 4 to 5 of the material. The chain has one orbital per oxygen and ignores dipoles within an orbital and local fields. If the full Lorentz field $\mathcal E+P/3\varepsilon_0$ acted on the electrons, the susceptibility $\chi=1.99$ would become $\chi/(1-\chi/3)=5.9$, which gives a rough scale for the neglect of local fields. The assumption that a real capacitor breaks most strongly is that of clamped ions. One polar mode with Born charge $Z=5$, wavenumber 300 cm⁻¹ and the reduced mass $\mu$ of hafnium against two oxygens, all rough, adds $Z^2e^2/(\varepsilon_0\Omega\mu\omega^2)\simeq16$ to the susceptibility. The induced polarization then grows about ninefold, to roughly 3 µC/cm². A field of this size can also switch a ferroelectric film, a change of order 10 µC/cm² or more that lies outside a calculation following one local minimum.

Electron escape is small on these scales. A tunnelling estimate from the decay of the chain's states inside the gap gives an interband rate near $10^{-76}$ per second and cell, so the local minimum is long-lived. Tunnelling from an electrode through a rough 2 eV barrier with mass 0.2 $m_e$ gives about $3\times10^{-12}$ A/cm² at zero temperature and without image forces. At 300 K, with the barrier lowered by the image force at a relative permittivity of 5, it is about $4\times10^{-11}$ A/cm². This holds for a film at least 10 nm thick, the width of the barrier at this field; a thinner film cuts the barrier short and passes more current. The thermal factor $e^{-E_g/2k_BT}$ at 300 K is near $10^{-46}$. These estimates assume a perfect crystal. Defects, which carry leakage and start breakdown in real films, are absent from them. The estimates therefore give no breakdown field, and the fields of 10 MV/cm and more in the earlier sections probe the method, not the working range of a real film.

## Numbers as computed

```
cell length 0.5 nm, area 0.0625 nm^2, volume 0.03125 nm^3
orbital positions (nm): [0.    0.14  0.25  0.375]
on-site energies (eV): [ 2.7 -2.7  2.7 -2.7]
hoppings (eV): [1.8 2.6 2.2 2.2]
band gap: 5.4585 eV
field: 2.00 MV/cm
k points N: 20, spacing b: 0.6283 1/nm, N*a: 10.0 nm
gradient test, slope numeric / formula: -0.0881171 / -0.0881172 eV
Berry slope numeric / formula: 0.01119691 / 0.01119691 nm
  iteration 0: largest residual 1.43e-02 eV
  iteration 1: largest residual 9.55e-05 eV
  iteration 2: largest residual 2.44e-06 eV
  iteration 3: largest residual 4.90e-08 eV
  iteration 4: largest residual 1.95e-09 eV
  iteration 5: largest residual 5.92e-11 eV
  iteration 6: largest residual 2.93e-12 eV
updates to convergence: 6
centre sum at zero field: 0.5215586 nm
centre sum in field: 0.5212152 nm, shift -0.34339 pm
enthalpy gain over frozen states: 68.673 micro-eV
half alpha field^2: 68.665 micro-eV
alpha, N=20, small field 0.10 MV/cm: 0.00343326 e nm^2/V
alpha, N=20, linear response: 0.00343326 e nm^2/V
alpha, continuum Kubo: 0.00344328 e nm^2/V
chi N=20: 1.98801, chi continuum: 1.99381
electronic relative permittivity, continuum: 2.9938
mesh error of alpha at N=20: -0.291 percent
order of mesh error in b: 1.998
induced P, N=10, +field / -field: 0.349087 / -0.349015 uC/cm^2
induced P, N=20, +field / -field: 0.352109 / -0.352030 uC/cm^2
induced P, N=40, +field / -field: 0.352880 / -0.352800 uC/cm^2
linear prediction, N=20: 0.352044 uC/cm^2
deviation from linear, N=20: 0.0185 percent
odd P extrapolated / open chain: 0.353098 / 0.353098 uC/cm^2
even P extrapolated / open chain: 4.0304e-05 / 4.0304e-05 uC/cm^2
strict field limit gap/(e N a), N=20: 5.46 MV/cm
stability estimate b*gap/e, N=20: 34.30 MV/cm
minimum lost, N=12: 1.00 b*gap/e = 57.4 MV/cm
minimum lost, N=24: 1.00 b*gap/e = 28.7 MV/cm
interband tunnelling exponent: 206.3, log10 rate per cell (1/s): -76.2
electrode barrier 2.0 eV, mass 0.2 m_e (rough): exponent 43.2
log10 electrode tunnelling current (A/cm^2): -11.6
Born charge 5.0 e, mode 300 1/cm (rough): lattice chi 16.1
chi if full Lorentz local field acted: 5.94
log10 thermal factor exp(-gap/2kT) at 300 K: -45.8
```
